\section*{The $\alpha^3/R^3$ term in the dispersion energy of two neutral atoms, part 1}

(Sections cited here and not found follow in the second part.)

\section{The form of the expansion}

Two neutral atoms $A$ and $B$ in $S$ states, far enough apart that their charge clouds do not overlap, respond to an electric field through their dipole polarizabilities. Each polarizability is a sum of terms $f_n e^2/[m(\omega_n^2-\omega^2)]$, with pure numbers $f_n$. To lowest order the interaction is bilinear in the two polarizabilities, so a pair of transitions contributes $f_af_b(e^2/m)^2\hbar$ times a function of $\omega_a$, $\omega_b$, $c$ and $R$. Consider the term in $c^{-n}$. Since $(e^2/m)^2$ has dimension $L^6T^{-4}$, lengths cancel only with $R^{\,n-6}$. If the frequency dependence is homogeneous of degree $p$, the remaining dimension is $T^{-4-p+n}$, and it must be $T^{-1}$ for an energy. Hence $p=n-3$:
\begin{equation}
V_n\propto f_af_b\,\frac{\hbar e^4}{m^2c^n}\,\frac{\omega^{\,n-3}}{R^{\,6-n}} .
\end{equation}
The term $n=0$ is the London energy, and $n=2$ falls as $R^{-4}$. At $n=3$ the frequency scale drops out. If the coefficient is a pure number, the sum over transitions gives $N_AN_B$ by the sum rule $\sum_nf_n=N$, and the energy is $(N_Ar_e)(N_Br_e)\hbar c/R^3$ with $r_e=e^2/mc^2$: each atom scatters like $N$ free electrons. Dimensions still allow a term $n=1$, and at $n=3$ a function of $\omega_a/\omega_b$ or a logarithm of $\omega R/c$. Rotational symmetry removes the logarithm, because it would come with the trace of the traceless static dipole tensor; both derivations show this.

Hartree atomic units are used, with $c=1/\alpha$, Gaussian fields and clamped nuclei. Only the spin-independent electric-dipole part is treated. With $\mathbf D=\sum_a\mathbf r_a$ measured from the nucleus,
\begin{equation}
\alpha_X(i\omega)=\sum_n\frac{f_n}{\omega_n^2+\omega^2},\qquad f_n=2\omega_n|\langle n|D_z|0\rangle|^2,\qquad \sum_nf_n=\langle[D_z,[H,D_z]]\rangle=N .
\end{equation}
The result to be derived is
\begin{equation}
V=-\frac{C_6}{R^6}+\frac{\alpha^2W_4}{R^4}-\frac{7\alpha^3N_AN_B}{6\pi R^3}+\frac{\alpha^4W_2}{R^2}+O\!\left(\frac{\alpha^5\ln\alpha R}{R}\right).
\label{res}
\end{equation}

\section{First derivation: the Casimir--Polder integral}

\subsection{The potential}

At second order in the coupling $-\mathbf d\cdot\mathbf E$ on each atom, an atom enters only through its dipole two-point function, so it may be replaced by oscillators with the same $f_n,\omega_n$. For a linear system with normal frequencies $\Omega$, $\tfrac12\sum\Omega=\frac1{2\pi}\int_0^\infty d\omega\,\ln\prod(\Omega^2+\omega^2)+\text{const}$, since both sides have derivative $1/4\Omega$ with respect to $\Omega^2$. The product is the determinant of the equations of motion at frequency $i\omega$. Eliminate the field and divide by the uncoupled determinant. What remains are the equations $\mathbf d_A=\alpha_AG\mathbf d_B$, $\mathbf d_B=\alpha_BG\mathbf d_A$, with determinant $\det(1-\alpha_A\alpha_BG^2)$; the action of each atom's field on itself is a radiative correction to $\alpha_X$ and is dropped. To first order in $\alpha_A\alpha_B$,
\begin{equation}
V=-\frac1{2\pi}\int_0^\infty d\omega\,\alpha_A(i\omega)\alpha_B(i\omega)\,\mathrm{Tr}\,G^2 .
\end{equation}
The dipole field follows from the Hertz vector, $\mathbf E=\nabla(\nabla\cdot\boldsymbol\Pi)-\alpha^2\partial_t^2\boldsymbol\Pi$. At imaginary frequency $\partial_t^2\to+\omega^2$, and $\boldsymbol\Pi=\mathbf d\,g$ with $g=e^{-\kappa r}/r$, $\kappa=\alpha\omega$. Thus $G_{ij}=(\partial_i\partial_j-\kappa^2\delta_{ij})g$. Use $\partial_i\partial_jg=g''n_in_j+(g'/r)(\delta_{ij}-n_in_j)$, with $x=\kappa R$, $g'=-(1+x)e^{-x}/R^2$ and $g''=(2+2x+x^2)e^{-x}/R^3$. The eigenvalues of $R^3G$ are
\begin{equation}
g_L=(2+2x)e^{-x},\qquad g_T=-(1+x+x^2)e^{-x}\ \ \text{(twice)}.
\end{equation}
Then $e^{2x}(g_L^2+2g_T^2)=(4+8x+4x^2)+2(1+2x+3x^2+2x^3+x^4)=2P(x)$, and
\begin{equation}
V=-\frac{F(s)}{\pi R^6},\quad F=\int_0^\infty\!d\omega\,\alpha_A\alpha_B\,e^{-2x}P(x),\quad P=3+6x+5x^2+2x^3+x^4,
\end{equation}
with $s=\alpha R$, $x=s\omega$. For $s\omega_n\gg1$ the polarizabilities are static; the moments $\int x^ke^{-2x}dx=k!/2^{k+1}$ give $\tfrac32+\tfrac32+\tfrac54+\tfrac34+\tfrac34=\tfrac{23}4$ and $V\to-23\alpha_A(0)\alpha_B(0)/(4\pi\alpha R^7)$. The opposite limit is wanted here.

\subsection{Counting transverse photons}

Let $T_{ij}=\partial_i\partial_j(1/R)$, with eigenvalues $(2,-1,-1)/R^3$. In Fourier space $G=-4\pi(k_ik_j+\kappa^2\delta_{ij})/(k^2+\kappa^2)$ and $T=-4\pi k_ik_j/k^2$. Since $1/k^2-1/(k^2+\kappa^2)=\kappa^2/[k^2(k^2+\kappa^2)]$,
\begin{equation}
G-T=-\frac{4\pi\kappa^2\,\Pi_{ij}}{k^2+\kappa^2},\qquad \Pi_{ij}=\delta_{ij}-\frac{k_ik_j}{k^2},
\end{equation}
which is the transverse photon propagator of the Coulomb gauge. Writing $G=T+(G-T)$ splits the kernel into parts with none, one and two transverse photons, $e^{-2x}P=3+K_1+K_2$:
\begin{align}
K_1&=R^6\,\mathrm{Tr}\,T(G-T)=2g_L-2g_T-6=(6+6x+2x^2)e^{-x}-6,\\
K_2&=\tfrac12(g_L-2)^2+(g_T+1)^2 .
\end{align}
The series are $g_L=2-x^2+\tfrac23x^3+\dots$ and $g_T=-1-\tfrac12x^2+\tfrac23x^3+\dots$. There is no linear term, which removes $n=1$. The cubic term is $\tfrac23\delta_{ij}$, and its contraction with $T$ is $\tfrac23\mathrm{Tr}\,T=0$. Hence $K_1=-x^2+0\cdot x^3+O(x^4)$ and $K_2=O(x^4)$. Multiplying $P$ by $e^{-2x}=1-2x+2x^2-\tfrac43x^3+\tfrac23x^4-\tfrac4{15}x^5+\dots$ gives the coefficients $3$; $6-6$; $5-12+6$; $2-10+12-4$; $1-4+10-8+2$; $-2+4-\tfrac{20}3+4-\tfrac45$, so
\begin{equation}
e^{-2x}P=3-x^2+x^4-\tfrac{22}{15}x^5+\dots
\end{equation}
A nonzero $x^3$ term would meet $\alpha_A\alpha_B\to N_AN_B/\omega^4$ in $\int d\omega/\omega$ and produce $s^3\ln s$.

\subsection{The expansion}

Define $k(x)=e^{-2x}P-3+x^2$. Exactly,
\begin{equation}
F=\pi C_6-\pi W_4s^2+\int_0^\infty\!\alpha_A\alpha_B\,k(s\omega)\,d\omega,
\end{equation}
with $C_6=\frac3\pi\int\alpha_A\alpha_B\,d\omega$ and $W_4=\frac1\pi\int\omega^2\alpha_A\alpha_B\,d\omega$. For one pair with frequencies $a,b$, partial fractions and $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/2a$ give
\begin{align}
\int\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}&=\frac{\pi/2a-\pi/2b}{b^2-a^2}=\frac{\pi}{2ab(a+b)},\\
\int\!\frac{\omega^2d\omega}{(a^2+\omega^2)(b^2+\omega^2)}&=\frac{\pi b/2-\pi a/2}{b^2-a^2}=\frac{\pi}{2(a+b)},
\end{align}
so that
\begin{equation}
C_6=\sum\frac{3f_af_b}{2\omega_a\omega_b(\omega_a+\omega_b)},\qquad W_4=\sum\frac{f_af_b}{2(\omega_a+\omega_b)} .
\end{equation}
The next Taylor term cannot be integrated, because $\omega^4\alpha_A\alpha_B\to N_AN_B$. Separate that tail: $\alpha_A\alpha_B=[N_AN_B-\Delta(\omega)]/\omega^4$ with $\Delta=N_AN_B-\omega^4\alpha_A\alpha_B$. The first piece, with $\omega=x/s$, is $s^3N_AN_BI$, where $I=\int_0^\infty k\,x^{-4}dx$ converges because $k\sim x^4$ at zero and $\sim x^2$ at infinity. The second piece is $-s^4\int\Delta(\omega)\,k(x)x^{-4}d\omega$. Here $k/x^4$ is bounded and tends to 1 as $s\to0$, so the piece tends to $-\pi W_2s^4$ with $\pi W_2=\int\Delta\,d\omega$. For one pair $\Delta$ is $[(a^2+b^2)\omega^2+a^2b^2]/[(a^2+\omega^2)(b^2+\omega^2)]$, and the two integrals above give
\begin{equation}
W_2=\sum f_af_b\,\frac{\omega_a^2+\omega_a\omega_b+\omega_b^2}{2(\omega_a+\omega_b)} .
\end{equation}
If $\sum f\omega_n^2$ is finite, $\Delta\sim\omega^{-2}$; the $x^5$ term then yields $s^5\int d\omega/\omega$ cut off at $1/s$, which is the remainder in \eqref{res}.

To evaluate $I$, consider $M(z)=\int_0^\infty x^{z-1}k\,dx$, convergent for $-4<z<-2$. It is the continuation of $\int x^{z-1}e^{-2x}P\,dx=\sum_jp_j\Gamma(z+j)2^{-z-j}$: splitting at $x=1$ and subtracting $cx^n$ below leaves $c/(z+n)$, which for $z+n<0$ equals $-c\int_1^\infty x^{z+n-1}dx$, the same subtraction above. Put $z=-3+\epsilon$ and use $\Gamma(-n+\epsilon)=\frac{(-1)^n}{n!}(1/\epsilon+H_n-\gamma)+O(\epsilon)$, $H_n$ being the harmonic numbers. The singular terms have weights $3\cdot8\cdot(-\tfrac16)=-4$, $6\cdot4\cdot\tfrac12=12$, $5\cdot2\cdot(-1)=-10$ and $2$. They sum to zero, so $1/\epsilon$, $\gamma$ and the $\ln2$ from the common factor $2^{-\epsilon}$ cancel. The term $j=4$ is $\Gamma(1)/2$. Thus
\begin{equation}
I=-4\cdot\tfrac{11}6+12\cdot\tfrac32-10+\tfrac12=\tfrac76 .
\end{equation}
For $K_1+x^2$ the sum is $6\Gamma(z)+6\Gamma(z+1)+2\Gamma(z+2)$, with weights $-1,3,-2$, giving $I_1=-\tfrac{11}6+\tfrac92-2=\tfrac23$. Since $k=(K_1+x^2)+K_2$, the two-photon part is $I_2=\tfrac76-\tfrac23=\tfrac12$. Inserting $F=\pi C_6-\pi W_4s^2+\tfrac76N_AN_Bs^3-\pi W_2s^4$ in $V=-F/\pi R^6$ gives \eqref{res}. The cubic term is centred on $\omega\sim1/\alpha R$, but broadly: about a fifth of $I$ comes from $x<0.3$ and a quarter from $x>3$. For the tail to apply, $1/\alpha R$ must lie well above every strong transition.

\section{Second derivation: effective two-electron operators}

\subsection{One transverse photon}

Let $H$ be the Coulomb Hamiltonian of both atoms together, with ground state $|0\rangle$ and energy $E$. An electron of charge $-1$ couples through $\alpha\,\mathbf p\cdot\mathbf A+\tfrac12\alpha^2\mathbf A^2$. Each mode of $\mathbf A$ has amplitude $(2\pi/\alpha k)^{1/2}$ per unit volume and energy $k/\alpha$, and the polarization sum is $\Pi_{ij}$. For electron 1 on $A$ and electron 2 on $B$, set $\mathcal A^i=p_1^ie^{i\mathbf k\cdot\mathbf r_1}$ and $\mathcal B^j=p_2^je^{-i\mathbf k\cdot\mathbf r_2}$; transversality makes the order of $p$ and the exponential immaterial. Emission by 2 with absorption by 1, plus the reverse with $\mathbf k\to-\mathbf k$, gives
\begin{equation}
\delta E_1=-2\pi\alpha\!\int\!\frac{d^3k}{(2\pi)^3k}\,\Pi_{ij}\Big\langle\mathcal A^i\frac1{H-E+k/\alpha}\mathcal B^j+\mathcal B^j\frac1{H-E+k/\alpha}\mathcal A^i\Big\rangle .
\end{equation}
For $k\sim1/R$ and $\alpha R\,\omega_n\ll1$ the resolvent is $\alpha/k-\alpha^2(H-E)/k^2+\dots$.

The angular averages of $\Pi_{ij}e^{i\mathbf k\cdot\mathbf r}$, with $y=kr$, follow from $\langle e^{iy\mu}\rangle=j_0$, $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$. The longitudinal one is $\langle(1-\mu^2)e^{iy\mu}\rangle=j_0+j_0''=2j_1/y$. The trace is $2j_0$, so each transverse one is $j_0-j_1/y$.

\subsection{Order $\alpha^2$: Breit orbit--orbit coupling}

The term $\alpha/k$ gives $\delta E_1=\langle-\alpha^2p_1^ib_{ij}p_2^j\rangle$ with $b_{ij}=4\pi\int d^3k\,\Pi_{ij}e^{i\mathbf k\cdot\mathbf r}/[(2\pi)^3k^2]$. The measure is $k^2dk/2\pi^2$. One has $\int_0^\infty j_0\,dy=\pi/2$, and integrating $j_1'=j_0-2j_1/y$ gives $\int j_1/y\,dy=\pi/4$. Then $b_L=(2/\pi r)(\pi/2)=1/r$ and $b_T=(2/\pi r)(\pi/4)=1/2r$, that is $b_{ij}=(\delta_{ij}+n_in_j)/2r$, the Breit orbit--orbit operator. At leading order in $1/R$ replace $\mathbf r_{12}$ by $\mathbf R$ and sum over pairs:
\begin{equation}
H_{oo}=-\frac{\alpha^2}{2R}P_A^i(\delta_{ij}+n_in_j)P_B^j,\qquad
V_{dd}=\frac{1}{R^3}D_A^i(\delta_{ij}-3n_in_j)D_B^j ,
\end{equation}
where $V_{dd}=-d_A^iT_{ij}d_B^j$ with $\mathbf d=-\mathbf D$. In the product of free-atom states $\langle H_{oo}\rangle=0$, since $\langle\mathbf P\rangle=0$. The first-order admixture by $V_{dd}$ gives
\begin{equation}
E^{(2)}=-2\sum_{ab}\frac{\langle0|V_{dd}|ab\rangle\langle ab|H_{oo}|0\rangle}{\omega_a+\omega_b}.
\end{equation}
From $\mathbf P=i[H,\mathbf D]$, $\langle n|\mathbf P|0\rangle=i\omega_n\langle n|\mathbf D|0\rangle$. The two factors of $i$ give $-\omega_a\omega_b$, so $\langle ab|H_{oo}|0\rangle=+(\alpha^2/2R)\,\omega_a\omega_b\,D_a^i(\delta_{ij}+n_in_j)D_b^j$. For an $S$ state the sum over a $P$ multiplet gives $D^iD^k\to\delta_{ik}f/2\omega$. The tensors contract to $3+1-3-3=-2$. Therefore
\begin{equation}
E^{(2)}=-2\,\frac{\alpha^2}{2R^4}\,(-2)\sum\frac{\omega_a\omega_b}{\omega_a+\omega_b}\,\frac{f_af_b}{4\omega_a\omega_b}=\frac{\alpha^2W_4}{R^4}.
\end{equation}
The term is repulsive. It has one Coulomb and one transverse exchange, as does the $-x^2$ of $K_1$.

The Casimir--Polder integral has given the whole expansion \eqref{res}, and the effective-operator method has so far reproduced its $\alpha^2$ term. It remains to obtain the $\alpha^3$ term by that second method, to compare what the two derivations assume, and to test the expansion on lithium.
